# Diffusion time of a nonsticking molecule in a narrow hole: test program

```python
# Result under test: in a long cylindrical hole (depth L, diameter d) with
# diffuse, nonsticking walls and no gas collisions, D = d*v/3, and the mean
# time from the closed bottom to the open mouth is L^2/(2D) for L >> d.
# v: mean speed of the Maxwell gas; chord: length of a flight between two
# wall hits; axial step: its component along the hole axis.
import numpy as np
from scipy.constants import k as k_B

rng = np.random.default_rng(12345)
L, d, v = 10e-6, 100e-9, 370.0
D = d * v / 3
t_exit = L**2 / (2 * D)
t_reach = L**2 / (6 * D)
flight_time = d / v
n_flights = 3 * L**2 / (2 * d**2)

# Moments of one flight: quadrature of the cosine law over the hemisphere.
# a: angle above the wall tangent plane, psi: azimuth from the hole axis.
# Cubed variables resolve the integrable peak at grazing axial flight.
x, w = np.polynomial.legendre.leggauss(400)
top = (np.pi / 2) ** (1 / 3)
s, ws = top * (x + 1) / 2, top * w / 2
angle, weight = s**3, 3 * s**2 * ws
a, psi = angle[:, None], angle[None, :]
prob = 4 / np.pi * np.sin(a) * np.cos(a) * weight[:, None] * weight[None, :]
across2 = np.sin(a)**2 + np.cos(a)**2 * np.sin(psi)**2
chord_q = d * np.sin(a) / across2
axial_q = chord_q * np.cos(a) * np.cos(psi)
norm = prob.sum()
mean_chord = (prob * chord_q).sum()
mean_z2 = (prob * axial_q**2).sum()
assert abs(norm - 1) < 1e-8
assert abs(mean_chord / d - 1) < 1e-4
assert abs(mean_z2 / (2 * d**2 / 3) - 1) < 1e-4


def flights(shape):
    """Axial steps and durations of flights emitted by a diffuse wall."""
    r2 = rng.random(shape)
    u = np.sqrt(r2) * np.cos(2 * np.pi * rng.random(shape))
    chord = d * np.sqrt(1 - r2) / (1 - u**2)
    # flux-weighted Maxwell speeds: (speed/most probable speed)^2 ~ Gamma(2)
    speed = v * np.sqrt(np.pi) / 2 * np.sqrt(rng.standard_gamma(2.0, shape))
    return chord * u, chord / speed


sampled_flight_time = flights(1000000)[1].mean()
assert abs(sampled_flight_time / flight_time - 1) < 0.01

# Molecules followed from the bottom to the mouth. A mirror bottom unfolds
# the hole into an open tube -L < z < L with the start at z = 0.
n_molecules, block = 2400, 1000
position = np.zeros(n_molecules)
clock = np.zeros(n_molecules)
exit_times, counts, offset = [], [], 0
while position.size:
    dz, dt = flights((position.size, block))
    path = position[:, None] + np.cumsum(dz, axis=1)
    time = clock[:, None] + np.cumsum(dt, axis=1)
    outside = np.abs(path) >= L
    gone = outside.any(axis=1)
    row = np.nonzero(gone)[0]
    col = outside.argmax(axis=1)[row]
    # remove the part of the last flight that lies outside the hole
    excess = (np.abs(path[row, col]) - L) / np.abs(dz[row, col])
    exit_times.append(time[row, col] - excess * dt[row, col])
    counts.append(offset + col + 1)
    position, clock = path[~gone, -1], time[~gone, -1]
    offset += block
exit_times = np.concatenate(exit_times)
counts = np.concatenate(counts)
mc_time = exit_times.mean()
mc_error = exit_times.std(ddof=1) / np.sqrt(n_molecules)
mc_count = counts.mean()
count_error = counts.std(ddof=1) / np.sqrt(n_molecules)
# tolerance: four standard errors plus an end effect of a few d/L
assert abs(mc_time - t_exit) < 4 * mc_error + 3 * d / L * t_exit
assert abs(mc_count - n_flights) < 4 * count_error + 3 * d / L * n_flights

# Passage times of a lattice walk with the same D, from linear systems.
n = 200
tick = (L / n)**2 / (2 * D)
hop = 0.5 * (np.eye(n, k=1) + np.eye(n, k=-1))
hop[0, 1] = 1.0                       # site 0 is the reflecting bottom
lattice_exit = tick * np.linalg.solve(np.eye(n) - hop, np.ones(n))[0]
assert abs(lattice_exit / t_exit - 1) < 1e-6
inner = 0.5 * (np.eye(n - 1, k=1) + np.eye(n - 1, k=-1))
to_bottom = np.zeros(n - 1)
to_bottom[-1] = 0.5                   # mouth and bottom both absorb here
success = np.linalg.solve(np.eye(n - 1) - inner, to_bottom)
weighted = np.linalg.solve(np.eye(n - 1) - inner, success)
lattice_reach = tick * weighted[0] / success[0]
assert abs(lattice_reach / t_reach - 1) < 1e-3

# Mean free path of the gas, with the relative speed checked by sampling.
T_gas, pressure, diameter = 500.0, 100.0, 0.5e-9
density = pressure / (k_B * T_gas)
free_path = 1 / (np.sqrt(2) * np.pi * diameter**2 * density)
v1, v2 = rng.standard_normal((2, 500000, 3))
speed_ratio = (np.linalg.norm(v1 - v2, axis=1).mean()
               / np.linalg.norm(v1, axis=1).mean())
sampled_path = 1 / (speed_ratio * np.pi * diameter**2 * density)
assert abs(sampled_path / free_path - 1) < 0.01
assert free_path > 100 * d

print(f"hole depth L = {L*1e6:.1f} micrometre")
print(f"hole diameter d = {d*1e9:.1f} nm")
print(f"aspect ratio L/d = {L/d:.1f}")
print(f"mean speed v = {v:.1f} m/s")
print(f"mean chord / d, quadrature = {mean_chord/d:.6f}")
print(f"mean square axial step / d^2, quadrature = {mean_z2/d**2:.6f}")
print(f"mean flight time d/v = {flight_time*1e9:.4f} ns")
print(f"mean flight time, sampled = {sampled_flight_time*1e9:.4f} ns")
print(f"diffusion coefficient D = d v/3 = {D:.4e} m^2/s")
print(f"diffusion time L^2/(2D) = {t_exit*1e6:.3f} microseconds")
print(f"diffusion time L^2/(2D) = {t_exit:.3e} s")
print(f"simulated molecules = {n_molecules}")
print(f"simulated mean exit time = {mc_time*1e6:.3f} microseconds")
print(f"its standard error = {mc_error*1e6:.3f} microseconds")
print(f"simulated / formula exit time = {mc_time/t_exit:.3f}")
print(f"flights before exit, 3L^2/(2d^2) = {n_flights:.0f}")
print(f"flights before exit, simulated = {mc_count:.0f}")
print(f"standard error of simulated flights = {count_error:.0f}")
print(f"lattice exit time = {lattice_exit*1e6:.3f} microseconds")
print(f"mouth to bottom, L^2/(6D) = {t_reach*1e6:.3f} microseconds")
print(f"mouth to bottom, lattice = {lattice_reach*1e6:.3f} microseconds")
print(f"gas temperature = {T_gas:.0f} K")
print(f"gas pressure = {pressure:.0f} Pa")
print(f"collision diameter = {diameter*1e9:.2f} nm")
print(f"relative speed / mean speed, sampled = {speed_ratio:.4f}")
print(f"mean free path = {free_path*1e6:.1f} micrometre")
print(f"mean free path / hole diameter = {free_path/d:.0f}")
print("OK")
```

Output:

```
hole depth L = 10.0 micrometre
hole diameter d = 100.0 nm
aspect ratio L/d = 100.0
mean speed v = 370.0 m/s
mean chord / d, quadrature = 1.000000
mean square axial step / d^2, quadrature = 0.666667
mean flight time d/v = 0.2703 ns
mean flight time, sampled = 0.2705 ns
diffusion coefficient D = d v/3 = 1.2333e-05 m^2/s
diffusion time L^2/(2D) = 4.054 microseconds
diffusion time L^2/(2D) = 4.054e-06 s
simulated molecules = 2400
simulated mean exit time = 4.026 microseconds
its standard error = 0.066 microseconds
simulated / formula exit time = 0.993
flights before exit, 3L^2/(2d^2) = 15000
flights before exit, simulated = 14899
standard error of simulated flights = 244
lattice exit time = 4.054 microseconds
mouth to bottom, L^2/(6D) = 1.351 microseconds
mouth to bottom, lattice = 1.351 microseconds
gas temperature = 500 K
gas pressure = 100 Pa
collision diameter = 0.50 nm
relative speed / mean speed, sampled = 1.4141
mean free path = 62.2 micrometre
mean free path / hole diameter = 622
OK
```
